# Steady-state density functional theory and the exchange-correlation bias of a junction: test program

```python
"""
Steady-state density functional theory with density n and current I (i-DFT).
Result under test: the zero-bias conductance of an interacting junction is
    G = Gs / (1 - Gs * dVxc/dI)      (derivative at fixed n, at I = 0),
and Vxc[n, I] follows in closed form from Coulomb-blockade rate equations.

Symbols: v level energy, U repulsion, T temperature times k_B, V bias
(lead chemical potentials +V/2 and -V/2), gl and gr couplings to the leads,
vs and Vs level and bias of the Kohn-Sham (KS) system, Vxc = Vs - V.
Energies are in eV, currents in eV (times e/hbar), conductances in e^2/hbar.
"""
import numpy as np
from scipy.constants import e, hbar
from scipy.optimize import fsolve
from scipy.special import expit


def fermi(energy, T):
    return expit(-energy / T)


def master(v, V, par):
    """Four-state rate equations: density and the currents out of each lead."""
    U, gl, gr, T = par
    charge = np.array([0.0, 1.0, 1.0, 2.0])
    additions = [(0, 1, v), (0, 2, v), (1, 3, v + U), (2, 3, v + U)]
    rates = []
    for g, mu in ((gl, V / 2), (gr, -V / 2)):
        R = np.zeros((4, 4))
        for low, high, energy in additions:
            R[high, low] = g * fermi(energy - mu, T)
            R[low, high] = g * fermi(mu - energy, T)
        rates.append(R)
    total = rates[0] + rates[1]
    generator = total - np.diag(total.sum(axis=0))
    generator[0] = gl + gr                      # normalization row
    p = np.linalg.solve(generator, np.array([gl + gr, 0, 0, 0]))
    gain = charge[:, None] - charge[None, :]
    currents = [np.sum(gain * R * p[None, :]) for R in rates]
    return charge @ p, currents[0], currents[1]


def lead_fillings(n, I, par):
    return n / 2 + I / (2 * par[1]), n / 2 - I / (2 * par[2])


def inverse_interacting(n, I, par):
    """Closed-form (v, V) of the rate equations for given (n, I)."""
    U, gl, gr, T = par
    u = np.exp(U / T)
    E = []
    for a in lead_fillings(n, I, par):
        B = 2 * a * (1 + u) - (2 - n) * u - n
        root = np.abs(B) + np.sqrt(B * B + 16 * a * (1 - a) * u)
        x = np.where(B > 0, 4 * (1 - a) / root, root / (4 * a * u))
        E.append(-T * np.log(x))
    return -(E[0] + E[1]) / 2, E[0] - E[1]


def inverse_ks(n, I, par):
    """Closed-form (vs, Vs) of the narrow non-interacting level."""
    T = par[3]
    E = [T * np.log(a / (1 - a)) for a in lead_fillings(n, I, par)]
    return -(E[0] + E[1]) / 2, E[0] - E[1]


def hxc(n, I, par):
    v, V = inverse_interacting(n, I, par)
    vs, Vs = inverse_ks(n, I, par)
    return np.array([vs - v, Vs - V])


def ks_map(vs, Vs, par):
    U, gl, gr, T = par
    fl, fr = fermi(vs - Vs / 2, T), fermi(vs + Vs / 2, T)
    g = gl + gr
    return np.array([2 * (gl * fl + gr * fr) / g, 2 * gl * gr / g * (fl - fr)])


def landauer(vs, Vs, par, points):
    """Density and current of a level with its full Lorentzian width."""
    U, gl, gr, T = par
    g = gl + gr
    theta = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
    w = vs + g / 2 * np.tan(theta)
    fl = np.mean(fermi(w - Vs / 2, T))
    fr = np.mean(fermi(w + Vs / 2, T))
    return np.array([2 * (gl * fl + gr * fr) / g, 2 * gl * gr / g * (fl - fr)])


def direct_conductance(v, V, par, h=2e-5):
    return (master(v, V + h, par)[1] - master(v, V - h, par)[1]) / (2 * h)


def response_matrices(v, V, par):
    """KS response Ms and Hxc kernel K by central differences."""
    n, I, _ = master(v, V, par)
    vs, Vs = inverse_ks(n, I, par)
    h, hn = 1e-5, 2e-6
    hI = 2e-6 * (par[1] + par[2])
    Ms = np.column_stack([
        (ks_map(vs + h, Vs, par) - ks_map(vs - h, Vs, par)) / (2 * h),
        (ks_map(vs, Vs + h, par) - ks_map(vs, Vs - h, par)) / (2 * h)])
    K = np.column_stack([
        (hxc(n + hn, I, par) - hxc(n - hn, I, par)) / (2 * hn),
        (hxc(n, I + hI, par) - hxc(n, I - hI, par)) / (2 * hI)])
    return Ms, K


def conductances(v, V, par):
    """Direct, scalar-formula and matrix-formula differential conductance."""
    Ms, K = response_matrices(v, V, par)
    scalar = Ms[1, 1] / (1 - Ms[1, 1] * K[1, 1])
    matrix = np.linalg.solve(np.eye(2) - Ms @ K, Ms)[1, 1]
    return direct_conductance(v, V, par), scalar, matrix


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


U, T, gl, gr = 0.3, 0.025, 5e-5, 5e-5
g = gl + gr
sym = (U, gl, gr, T)
asym = (U, 4e-5, 9e-5, T)

# The closed-form inverse undoes the master equation, in both directions.
worst = 0.0
for par in (sym, asym):
    for v in np.linspace(-0.5, 0.2, 15):
        for V in np.linspace(-0.4, 0.4, 9):
            n, I, I_right = master(v, V, par)
            assert abs(I + I_right) < 1e-12 * g
            v_back, V_back = inverse_interacting(n, I, par)
            worst = max(worst, abs(v_back - v), abs(V_back - V))
assert worst < 1e-7
rng = np.random.default_rng(3)
for al, ar in rng.uniform(0.02, 0.98, (200, 2)):
    ga, gb = asym[1], asym[2]
    n = 2 * (ga * al + gb * ar) / (ga + gb)
    I = 2 * ga * gb / (ga + gb) * (al - ar)
    n2, I2, _ = master(*inverse_interacting(n, I, asym), asym)
    assert abs(n2 - n) < 1e-9 and abs(I2 - I) < 1e-9 * g

# Equilibrium carries no current at any gate; density falls as v rises.
for v in np.linspace(-0.4, 0.1, 11):
    assert abs(master(v, 0.0, asym)[1]) < 1e-12 * g
    assert master(v + 1e-4, 0.0, asym)[0] < master(v - 1e-4, 0.0, asym)[0]

# The narrow KS level is the weak-coupling limit of the Landauer formulas.
width_errors = []
for factor in (1.0, 0.1):
    par = (U, gl * factor, gr * factor, T)
    diff = landauer(0.02, 0.1, par, 400000) - ks_map(0.02, 0.1, par)
    width_errors.append(max(abs(diff[0]), abs(diff[1]) / (g * factor)))
assert width_errors[0] < 1e-3
assert width_errors[0] > 5 * width_errors[1]

# The zero-bias formula also holds with a broad KS level and unequal
# couplings: here the KS potentials are found by numerical inversion.
broad = (U, 0.010, 0.015, T)
v0 = -0.03
n0 = master(v0, 0.0, broad)[0]
scale = np.array([1.0, broad[1] + broad[2]])


def invert_landauer(n, I):
    def residual(p):
        return (landauer(p[0], p[1], broad, 20001) - np.array([n, I])) / scale
    guess = np.array(inverse_ks(n, I, broad), dtype=float)
    solution = fsolve(residual, guess, xtol=1e-12)
    assert np.max(np.abs(residual(solution))) < 1e-10
    return solution


dI = 1e-4 * scale[1]
Vxc_pm = [invert_landauer(n0, s * dI)[1]
          - inverse_interacting(n0, s * dI, broad)[1] for s in (1, -1)]
slope_broad = (Vxc_pm[0] - Vxc_pm[1]) / (2 * dI)
vs0 = invert_landauer(n0, 0.0)[0]
Gs_broad = (landauer(vs0, 1e-4, broad, 20001)[1]
            - landauer(vs0, -1e-4, broad, 20001)[1]) / 2e-4
G_broad = Gs_broad / (1 - Gs_broad * slope_broad)
G_broad_direct = direct_conductance(v0, 0.0, broad)
assert close(G_broad, G_broad_direct, 1e-4)

# At low temperature the potentials become steps; the remainder is of order T.
cold = (U, gl, gr, 0.003)
checked = 0
for al in np.linspace(0.05, 0.95, 19):
    for ar in np.linspace(0.05, 0.95, 19):
        n, I = al + ar, g / 2 * (al - ar)
        if min(abs(2 * al - 2 + n), abs(2 * ar - 2 + n)) < 0.1001:
            continue
        step_l, step_r = float(n + I / g > 1), float(n - I / g > 1)
        vh, vx = hxc(n, I, cold)
        assert abs(vh - U * (step_l + step_r) / 2) < 3.01 * cold[3]
        assert abs(vx - U * (step_r - step_l)) < 6.02 * cold[3]
        checked += 1
assert checked > 100


def slope_formula(v, n, par):
    Up, ga, gb, Tp = par
    g1 = fermi(v, Tp) * fermi(-v, Tp) / Tp
    g2 = fermi(v + Up, Tp) * fermi(-v - Up, Tp) / Tp
    a = n / 2
    return (1 / (2 * ga) + 1 / (2 * gb)) * (
        Tp / (a * (1 - a)) - 2 / ((2 - n) * g1 + n * g2))


# Zero-bias formula and slope, also for unequal couplings.
for par in (sym, asym):
    for v in (0.05, 0.0, -0.07, -0.15, -0.28):
        direct, scalar, matrix = conductances(v, 0.0, par)
        assert close(scalar, direct, 1e-4) and close(matrix, direct, 1e-4)
        K = response_matrices(v, 0.0, par)[1]
        assert close(K[1, 1], slope_formula(v, master(v, 0, par)[0], par), 1e-4)

print(f"U = {U:.3f} eV, T = {T:.3f} eV")
print(f"gamma_L = {gl:.5f} eV, gamma_R = {gr:.5f} eV")
print(f"gamma/T = {g / T:.4f}, U/T = {U / T:.1f}")
print(f"largest error of recovered v, V: {worst:.1e} eV")
print(f"finite-width error of KS n or I/gamma: {width_errors[0]:.1e}")
print(f"same, couplings ten times smaller: {width_errors[1]:.1e}")
print("Zero-bias gate scan; G, Gs in e^2/hbar, slope in hbar/e^2")
print("v (eV)   n       vs (eV)   Gs         dVxc/dI     G formula  G direct")
for v in (0.05, 0.0, -0.05, -0.10, -0.15):
    n, I, _ = master(v, 0.0, sym)
    vs = inverse_ks(n, 0.0, sym)[0]
    Ms, K = response_matrices(v, 0.0, sym)
    direct, scalar, _ = conductances(v, 0.0, sym)
    print(f"{v:6.3f}  {n:.4f}  {vs:8.5f}  {Ms[1, 1]:.3e}  {K[1, 1]:.3e}"
          f"  {scalar:.3e}  {direct:.3e}")

# Centre of the blockade valley: closed forms against the numerical route.
vc = -U / 2
Ms, K = response_matrices(vc, 0.0, sym)
Gc = direct_conductance(vc, 0.0, sym)
assert close(K[1, 1], -8 * T / g * np.sinh(U / (4 * T)) ** 2, 1e-4)
assert close(Gc / Ms[1, 1], 1 / np.cosh(U / (4 * T)) ** 2, 1e-4)
siemens = e ** 2 / hbar
print(f"valley centre: G/Gs = {Gc / Ms[1, 1]:.5f}")
print(f"valley centre: Gs = {Ms[1, 1] * siemens:.3e} S")
print(f"valley centre: G = {Gc * siemens:.3e} S")
print(f"cotunnelling scale (gamma/U)^2 = {(g / U) ** 2:.2e} e^2/hbar")

print("Bias scan at v = -U/2; I in eV (times e/hbar)")
print("V (eV)  n       I          Vs (eV)   Vxc (eV)")
for V in (0.1, 0.2, 0.3, 0.4, 0.6):
    n, I, _ = master(vc, V, sym)
    m = V / (2 * T)
    I_closed = g / 2 * np.sinh(m) / (np.cosh(m) + np.cosh(U / (2 * T)))
    assert abs(n - 1) < 1e-10 and close(I, I_closed, 1e-8)
    Vs = inverse_ks(n, I, sym)[1]
    print(f"{V:.2f}    {n:.4f}  {I:.3e}  {Vs:.5f}   {Vs - V:.5f}")

# Finite bias: the matrix formula always holds, the scalar one only when
# symmetry decouples density and current.
print("Differential conductance at finite bias (e^2/hbar)")
for v, V, symmetric in ((vc, 0.2, True), (-0.05, 0.15, False)):
    direct, scalar, matrix = conductances(v, V, sym)
    assert close(matrix, direct, 1e-3)
    if symmetric:
        assert close(scalar, direct, 1e-3)
    else:
        assert abs(scalar - direct) > 0.1 * abs(direct)
    print(f"v = {v:.3f} eV, V = {V:.3f} eV: direct {direct:.3e}")
    print(f"  matrix formula {matrix:.3e}, scalar formula {scalar:.3e}")

print("Broad KS level, unequal couplings, zero bias (e^2/hbar)")
print(f"gamma_L = {broad[1]:.3f} eV, gamma_R = {broad[2]:.3f} eV, v = {v0} eV")
print(f"Gs = {Gs_broad:.5f}, formula G = {G_broad:.5f}")
print(f"direct G = {G_broad_direct:.5f}")
print("tests ok")
```

Printed output:

```
U = 0.300 eV, T = 0.025 eV
gamma_L = 0.00005 eV, gamma_R = 0.00005 eV
gamma/T = 0.0040, U/T = 12.0
largest error of recovered v, V: 2.8e-11 eV
finite-width error of KS n or I/gamma: 2.5e-04
same, couplings ten times smaller: 2.5e-05
Zero-bias gate scan; G, Gs in e^2/hbar, slope in hbar/e^2
v (eV)   n       vs (eV)   Gs         dVxc/dI     G formula  G direct
 0.050  0.2130   0.05317  1.903e-04  -7.573e+01  1.876e-04  1.876e-04
 0.000  0.6667   0.01733  4.444e-04  -7.500e+02  3.333e-04  3.333e-04
-0.050  0.9366   0.00317  4.980e-04  -6.945e+03  1.117e-04  1.117e-04
-0.100  0.9911   0.00045  5.000e-04  -5.309e+04  1.815e-05  1.815e-05
-0.150  1.0000  -0.00000  5.000e-04  -2.007e+05  4.933e-06  4.933e-06
valley centre: G/Gs = 0.00987
valley centre: Gs = 1.217e-07 S
valley centre: G = 1.201e-09 S
cotunnelling scale (gamma/U)^2 = 1.11e-07 e^2/hbar
Bias scan at v = -U/2; I in eV (times e/hbar)
V (eV)  n       I          Vs (eV)   Vxc (eV)
0.10    1.0000  8.825e-07  0.00177   -0.09823
0.20    1.0000  5.958e-06  0.01197   -0.18803
0.30    1.0000  2.500e-05  0.05493   -0.24507
0.40    1.0000  4.404e-05  0.13793   -0.26207
0.60    1.0000  4.988e-05  0.33472   -0.26528
Differential conductance at finite bias (e^2/hbar)
v = -0.150 eV, V = 0.200 eV: direct 1.050e-04
  matrix formula 1.050e-04, scalar formula 1.050e-04
v = -0.050 eV, V = 0.150 eV: direct 1.507e-04
  matrix formula 1.507e-04, scalar formula 1.714e-05
Broad KS level, unequal couplings, zero bias (e^2/hbar)
gamma_L = 0.010 eV, gamma_R = 0.015 eV, v = -0.03 eV
Gs = 0.09174, formula G = 0.04829
direct G = 0.04829
tests ok
```
